**Two-phase restore in a pulsed-plate ferroelectric memory cell**

The program integrates one read-restore cycle of a ferroelectric capacitor on a bit line and compares it with static charge balances. The cell voltage is the plate voltage minus the bit-line voltage; data 0 is polarization P = +Pr and data 1 is P = −Pr. It asserts that the cell voltage is never appreciably negative with the plate high, nor appreciably positive with the plate low. It also asserts that a weakened 0 is repaired while the plate is high, and that a 1 stays reversed at zero volts until the plate falls. Read levels, the charge supplied by the amplifier, and the reverse voltages with the amplifier absent or released early are checked against the derived formulas. For the 2.5 V hafnium-zirconium oxide example, the bit line reads 0.71 V for a 1 and 0.10 V for a 0, and the held line restores the 1 at −2.5 V. Without the amplifier the 1 is lost, and a line wrongly held at 0 turns it into a 0. The last lines of the output size neglected effects from rough assumed strengths.

## Numerical verification

```python
# Result under test: in a pulsed-plate ferroelectric memory cell, data 0 is
# restored while the plate is high and data 1 only when the plate goes low,
# because the sense amplifier holds the bit line at 0 or at VDD.
# Cell voltage = plate voltage - bit-line voltage (once currents have died out).
# Polarization p = P/Pr: data 0 is p = +1, data 1 is p = -1.
# The film is a set of regions; a region of coercive voltage Vc relaxes to
# p = +1 when the cell voltage exceeds Vc, and to p = -1 when it is below -Vc.
# One side: time integration of the circuit. Other side: static charge balance.
# Working units: V, fF, fC, ns, uA (= fC/ns), and V/uA for resistance.
import numpy as np
from scipy.constants import epsilon_0, k as boltzmann
from scipy.optimize import brentq
from scipy.stats import norm

# Rough typical values for a hafnium-zirconium oxide capacitor
VDD = 2.5
thickness_nm = 10.0
area_um2 = 0.16
pr_uC_cm2 = 20.0
eps_r = 30.0
vc_mean, vc_spread = 1.1, 0.25
bit_cap = 100.0
access_res = 0.005
amp_conductance = 1000.0
switch_time = 1.0
dt = 0.004

area_m2 = area_um2 * 1e-12
pr_SI = pr_uC_cm2 * 1e-2
switch_charge = 2 * pr_SI * area_m2 * 1e15
film_cap = epsilon_0 * eps_r / (thickness_nm * 1e-9) * area_m2 * 1e15
n_regions = 200
coercive = norm.ppf((np.arange(n_regions) + 0.5) / n_regions,
                    vc_mean, vc_spread)


def fraction(v):
    """Share of the film whose coercive voltage is below v."""
    return norm.cdf(v, vc_mean, vc_spread)


def read_cell_voltage(c_bit):
    """Static cell voltage when a 1 is read onto a floating bit line."""
    return brentq(lambda v: switch_charge * fraction(v) + film_cap * v
                  - c_bit * (VDD - v), 0.0, VDD)


def read_zero_level(c_bit):
    return VDD * film_cap / (film_cap + c_bit)


def reference_level(c_bit):
    return 0.5 * (VDD - read_cell_voltage(c_bit) + read_zero_level(c_bit))


def run_cycle(initial, amplifier="follow", c_bit=bit_cap, ramp=2.0):
    """Integrate one read-restore cycle.
    amplifier: follow = latch and hold, off = never acts,
    release = latch but let go before the plate falls, low = forced to 0."""
    t_rise = 1.0
    t_latch = t_rise + ramp + 12.0
    t_fall = t_latch + 15.0
    t_discharge = t_fall + ramp + 15.0
    t_end = t_discharge + 8.0
    i_latch, i_fall, i_dis, i_end = [int(round(t / dt)) for t in
                                     (t_latch, t_fall, t_discharge, t_end)]
    names = {i_latch: "read", i_fall: "high", i_dis: "low", i_end: "rest"}
    ref = reference_level(c_bit)
    s = np.array(initial, dtype=float)
    p = s.mean()
    charge = 0.5 * switch_charge * p
    bit, supplied, target = 0.0, 0.0, None
    out = {"min_high": 9.0, "max_low": -9.0, "cross_plate": None}
    for i in range(i_end + 1):
        t = i * dt
        up = min(max((t - t_rise) / ramp, 0.0), 1.0)
        down = min(max((t - t_fall) / ramp, 0.0), 1.0)
        plate = VDD * (up - down)
        v = (charge - 0.5 * switch_charge * p) / film_cap
        if i in names:
            out[names[i]] = (plate, bit, v, p, supplied)
        if up == 1.0 and down == 0.0:
            out["min_high"] = min(out["min_high"], v)
        if up == 0.0 or down == 1.0:
            out["max_low"] = max(out["max_low"], v)
        if i > i_fall and p < 0 and out["cross_plate"] is None:
            out["cross_plate"] = plate
        if i == i_latch and amplifier != "off":
            target = VDD if bit > ref else 0.0
            if amplifier == "low":
                target = 0.0
        if i == i_fall and amplifier == "release":
            target = None
        if i == i_dis:
            target = 0.0
        current = (plate - v - bit) / access_res
        amp = 0.0 if target is None else amp_conductance * (target - bit)
        charge += dt * current
        bit += dt * (current + amp) / c_bit
        supplied += dt * amp
        if v > 0:
            s += (dt / switch_time) * (coercive < v) * (1.0 - s)
        else:
            s -= (dt / switch_time) * (coercive < -v) * (1.0 + s)
        p = s.mean()
    return out


data0, data1 = np.ones(n_regions), -np.ones(n_regions)
weak0 = data0.copy()
weak0[::5] = -1.0

zero = run_cycle(data0)
one = run_cycle(data1)
weak = run_cycle(weak0)
no_amp = run_cycle(data1, "off")
released = run_cycle(data1, "release")
wrong = run_cycle(data1, "low")
slow = run_cycle(data1, ramp=100.0)
small_cap = 30.0
small = run_cycle(data1, c_bit=small_cap, ramp=100.0)

# Each plate level allows one sign of cell voltage only. The 0.05 V allowance
# covers the lag of the storage node behind a moving plate.
for r in (zero, one, weak, no_amp, released, wrong, slow, small):
    assert r["min_high"] > -0.05 and r["max_low"] < 0.05

# Read levels against the static charge balance
v1 = read_cell_voltage(bit_cap)
assert abs(one["read"][1] - (VDD - v1)) < 0.01
assert abs(zero["read"][1] - read_zero_level(bit_cap)) < 0.002
# Partial read on a small bit line; finite switching lag allows 0.03
v1_small = read_cell_voltage(small_cap)
assert abs(small["read"][1] - (VDD - v1_small)) < 0.03
assert abs(0.5 * (1 + small["read"][3]) - fraction(v1_small)) < 0.03
assert small["rest"][3] < -0.999

# Data 0: full voltage and repair while the plate is high, no change later
assert abs(zero["high"][2] - VDD) < 0.01 and zero["rest"][3] > 0.999
assert weak["high"][3] > 0.999
assert abs(weak["rest"][3] - weak["high"][3]) < 1e-3
# Data 1: parked reversed at zero volts, rewritten only after the plate falls
assert abs(one["high"][2]) < 0.01 and one["high"][3] > 0.98
assert abs(one["low"][2] + VDD) < 0.01 and one["rest"][3] < -0.999
# Half the film has flipped when the plate is one mean coercive voltage below
# VDD; switching lag and resistive drop on the slow edge allow 0.06 V
assert abs(slow["cross_plate"] - (VDD - vc_mean)) < 0.06

# Charge that the amplifier supplies to restore a 1
restore_charge = one["low"][4] - one["high"][4]
restore_formula = switch_charge * fraction(v1) + film_cap * VDD
assert abs(restore_charge / restore_formula - 1) < 0.01

# Without the amplifier the reverse voltage is too small and the 1 is lost
u_off = brentq(lambda u: (bit_cap + film_cap) * u
               - switch_charge * (fraction(v1) - fraction(u)), 0.0, VDD)
assert abs(-no_amp["low"][2] - u_off) < 0.015
assert no_amp["rest"][3] > 0.85
# Released early, the line gives only the read voltage back
assert abs(-released["low"][2] - v1) < 0.015
assert released["rest"][3] < -0.97
# A wrong held level writes the wrong data
assert wrong["rest"][3] > 0.999

print("INPUTS (rough typical values)")
print(f"supply VDD = {VDD:.2f} V; film thickness = {thickness_nm:.1f} nm")
print(f"area = {area_um2:.2f} um2; Pr = {pr_uC_cm2:.1f} uC/cm2; "
      f"relative permittivity = {eps_r:.0f}")
print(f"coercive voltage: mean {vc_mean:.2f} V, spread {vc_spread:.2f} V")
print(f"bit line = {bit_cap:.0f} fF; access resistance = "
      f"{access_res*1e3:.1f} kohm; switching time = {switch_time:.1f} ns")
print(f"switching charge 2PrA = {switch_charge:.1f} fC")
print(f"linear film capacitance = {film_cap:.2f} fF")
print("READ LEVELS (static charge balance)")
print(f"cell voltage reading a 1 = {v1:.3f} V; "
      f"switched share = {fraction(v1):.4f}")
print(f"bit line: data 1 = {VDD-v1:.3f} V, "
      f"data 0 = {read_zero_level(bit_cap):.3f} V, "
      f"reference = {reference_level(bit_cap):.3f} V")
print("CIRCUIT IN TIME: plate V, bit line V, cell V, P/Pr")
labels = {"read": "plate high, before latch", "high": "plate high, latched",
          "low": "plate low, bit line held", "rest": "all lines low"}
for name, r in (("data 0", zero), ("data 1", one)):
    for key, label in labels.items():
        a = np.round(r[key][:4], 3) + 0.0
        print(f"{name}, {label}: {a[0]:.3f}, {a[1]:.3f}, "
              f"{a[2]:.3f}, {a[3]:.3f}")
print(f"weakened 0: P/Pr start {weak0.mean():.3f}, "
      f"before latch {weak['read'][3]:.3f}, end {weak['rest'][3]:.3f}")
print(f"slow plate edge: half of the 1 rewritten at plate = "
      f"{slow['cross_plate']:.3f} V; VDD - mean Vc = {VDD-vc_mean:.3f} V")
print(f"amplifier charge to restore a 1: circuit {restore_charge:.1f} fC, "
      f"formula {restore_formula:.1f} fC")
print("WHAT THE AMPLIFIER DOES (data 1, plate low)")
print(f"no amplifier: cell {no_amp['low'][2]:.3f} V, formula {-u_off:.3f} V, "
      f"final P/Pr {no_amp['rest'][3]:.3f}")
print(f"released early: cell {released['low'][2]:.3f} V, formula {-v1:.3f} V, "
      f"final P/Pr {released['rest'][3]:.3f}")
print(f"wrongly held at 0: final P/Pr {wrong['rest'][3]:.3f}")
print(f"bit line of {small_cap:.0f} fF, slow plate: read level circuit "
      f"{small['read'][1]:.3f} V, formula {VDD-v1_small:.3f} V")
print(f"  switched share circuit {0.5*(1+small['read'][3]):.3f}, formula "
      f"{fraction(v1_small):.3f}; final P/Pr {small['rest'][3]:.3f}")

# Sizes of neglected effects, from rough assumed strengths
activation_V = 10.0
threshold_V = 0.6
imprint_V = 0.3
layer_nm = 0.5
leak_A_cm2 = 1e-4
breakdown_MV_cm = 4.0
temperature_K = 358.0
slow_release = np.exp(activation_V * (1 / v1 - 1 / VDD))
v_unboosted = VDD - threshold_V
slow_unboosted = np.exp(activation_V * (1 / v_unboosted - 1 / VDD))
depol_V = pr_SI / (epsilon_0 * eps_r * (1 / (layer_nm * 1e-9)
                                      + 1 / (thickness_nm * 1e-9)))
leak_fC = leak_A_cm2 * area_um2 * 1e-8 * 20e-9 * 1e15
field = VDD / (thickness_nm * 1e-7) / 1e6
noise_mV = 1e3 * np.sqrt(boltzmann * temperature_K / (bit_cap * 1e-15))
print("NEGLECTED EFFECTS (rough assumed strengths)")
print(f"switching time ~ exp(Va/V), Va = {activation_V:.0f} V: slower by "
      f"{slow_release:.1f} times at {v1:.2f} V than at {VDD:.2f} V")
print(f"no word-line boost, threshold {threshold_V:.1f} V: restore at "
      f"{v_unboosted:.2f} V, slower by {slow_unboosted:.1f} times")
print(f"imprint {imprint_V:.1f} V: share disturbed at zero volts = "
      f"{100*fraction(imprint_V):.3f} %")
print(f"depolarizing voltage, {layer_nm:.1f} nm dead layer of same "
      f"permittivity = {depol_V:.2f} V; share = {100*fraction(depol_V):.2f} %")
print(f"leakage at {leak_A_cm2:.0e} A/cm2 for 20 ns = {leak_fC:.1e} fC")
print(f"field = {field:.2f} MV/cm; rough breakdown = "
      f"{breakdown_MV_cm:.1f} MV/cm; ratio = {field/breakdown_MV_cm:.2f}")
print(f"thermal noise of bit line at {temperature_K:.0f} K = "
      f"{noise_mV:.2f} mV")
print("no test failed")
```

Running it gives:

```
INPUTS (rough typical values)
supply VDD = 2.50 V; film thickness = 10.0 nm
area = 0.16 um2; Pr = 20.0 uC/cm2; relative permittivity = 30
coercive voltage: mean 1.10 V, spread 0.25 V
bit line = 100 fF; access resistance = 5.0 kohm; switching time = 1.0 ns
switching charge 2PrA = 64.0 fC
linear film capacitance = 4.25 fF
READ LEVELS (static charge balance)
cell voltage reading a 1 = 1.786 V; switched share = 0.9970
bit line: data 1 = 0.714 V, data 0 = 0.102 V, reference = 0.408 V
CIRCUIT IN TIME: plate V, bit line V, cell V, P/Pr
data 0, plate high, before latch: 2.500, 0.102, 2.398, 1.000
data 0, plate high, latched: 2.500, 0.000, 2.500, 1.000
data 0, plate low, bit line held: 0.000, 0.000, 0.000, 1.000
data 0, all lines low: 0.000, 0.000, 0.000, 1.000
data 1, plate high, before latch: 2.500, 0.715, 1.785, 0.999
data 1, plate high, latched: 2.500, 2.500, 0.000, 0.999
data 1, plate low, bit line held: 0.000, 2.500, -2.500, -1.000
data 1, all lines low: 0.000, 0.000, 0.000, -1.000
weakened 0: P/Pr start 0.600, before latch 1.000, end 1.000
slow plate edge: half of the 1 rewritten at plate = 1.363 V; VDD - mean Vc = 1.400 V
amplifier charge to restore a 1: circuit 74.6 fC, formula 74.4 fC
WHAT THE AMPLIFIER DOES (data 1, plate low)
no amplifier: cell -0.598 V, formula -0.598 V, final P/Pr 0.950
released early: cell -1.785 V, formula -1.786 V, final P/Pr -0.999
wrongly held at 0: final P/Pr 1.000
bit line of 30 fF, slow plate: read level circuit 1.364 V, formula 1.361 V
  switched share circuit 0.564, formula 0.562; final P/Pr -1.000
NEGLECTED EFFECTS (rough assumed strengths)
switching time ~ exp(Va/V), Va = 10 V: slower by 4.9 times at 1.79 V than at 2.50 V
no word-line boost, threshold 0.6 V: restore at 1.90 V, slower by 3.5 times
imprint 0.3 V: share disturbed at zero volts = 0.069 %
depolarizing voltage, 0.5 nm dead layer of same permittivity = 0.36 V; share = 0.15 %
leakage at 1e-04 A/cm2 for 20 ns = 3.2e-06 fC
field = 2.50 MV/cm; rough breakdown = 4.0 MV/cm; ratio = 0.62
thermal noise of bit line at 358 K = 0.22 mV
no test failed
```
